**Direct and indirect absorption in a model of germanium**

The program compares absorption by vertical transitions above the direct gap `Ed` with phonon-assisted absorption above the indirect gap `Ei`; `E` is the photon energy, `EP` the Kane energy and `D` the phonon coupling. It asserts the golden-rule rate against a time integration of the driven Schrödinger equation, and the optical strengths against diagonalized p orbitals with spin. The direct absorption formula is compared with a k-grid sum in SI units, and the indirect energy integral with a double sum over electron and hole wavevectors. Further assertions cover the second-order coupling, the two limits of the indirect integral, the broadened edge and the thermal population ratio. The output gives 16 cm⁻¹ for the indirect process at 0.75 eV and about 2500 cm⁻¹ for direct absorption at 0.82 eV. At 1550 nm a sharp direct edge at 0.80 eV gives zero, a 10 meV Gaussian spread gives about 740 cm⁻¹, and a sharp edge lowered to 0.77 eV gives about 3200 cm⁻¹. The parameters are rounded model values, and electron-hole attraction, strain splitting and other indirect paths are left out.

## Verification by program

```python
"""Germanium absorption: weak phonon-assisted tail above the indirect gap,
strong absorption from vertical transitions above the direct gap.
Result under test, for each hole band (heavy, light):
  alpha_direct = C(E) * (2 mu/hbar^2)^(3/2) * sqrt(E - Ed) / (4 pi^2)
  C(E) = pi e^2 hbar / (n c eps0 m0^2 E) * m0 EP / 3
  alpha_indirect = C(E) * B * (phonon factor) * 4 gL gh * I(W, Delta)
  I = (pi/r^2) * ((2a+W)/(2 sqrt(a(a+W))) - 1),  a = Delta/r
E photon energy, Ed direct gap, Ei indirect gap, mu reduced mass,
EP Kane energy, n refractive index, B squared phonon coupling times volume,
gL, gh density-of-states prefactors per spin, r = 1 + mh/me,
Delta = Ed - E, W = kinetic energy shared by the electron and the hole.
Working units are eV and nm; absorption is printed in 1/cm.
Model parameters are rounded values for germanium.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import gamma

# Model parameters
Ed, Ei = 0.80, 0.66
me, holes = 0.04, {"heavy": 0.30, "light": 0.04}
ml, mt, valleys = 1.6, 0.08, 4
mL = (ml * mt**2) ** (1 / 3)
EP, n_ref, temperature = 26.0, 4.2, 300.0
phonon, D, density = 0.03, 40.0, 5300.0   # eV, eV/nm, kg/m^3
lattice, sigma, thickness_um = 0.57, 0.010, 2.0
Ed_lowered, Ed_far = 0.77, 3.0

# Constants in eV and nm
h2m = sc.hbar**2 / sc.m_e / sc.e * 1e18
e2eps = sc.e / sc.epsilon_0 * 1e9
hbarc = sc.hbar * sc.c / sc.e * 1e9
kT = sc.k * temperature / sc.e
E1550 = 2 * np.pi * hbarc / 1550.0
N_ph = 1 / np.expm1(phonon / kT)


def dos(m):
    """Prefactor of sqrt(energy) in the density of states per spin."""
    return (2 * m / h2m) ** 1.5 / (4 * np.pi**2)


def optical(E):
    return np.pi * e2eps * h2m * EP / 3 / (n_ref * hbarc * E)


def reduced(mh):
    return me * mh / (me + mh)


dos_joint = sum(dos(reduced(mh)) for mh in holes.values())


def direct(E, gap=Ed):
    return 1e7 * optical(E) * dos_joint * np.sqrt(max(E - gap, 0.0))


def energy_integral(W, delta, r):
    if W <= 0:
        return 0.0
    a = delta / r
    return np.pi / r**2 * ((2*a + W) / (2*np.sqrt(a*(a + W))) - 1)


def coupling(Dval):
    return sc.hbar**2 / density / sc.e * 1e45 * Dval**2 / (2 * phonon)


def indirect(E, gap=Ed, Dval=D):
    assert E < gap
    total = 0.0
    for mh in holes.values():
        r = 1 + mh / me
        emit = (N_ph + 1) * energy_integral(E - Ei - phonon, gap - E, r)
        absorb = N_ph * energy_integral(E - Ei + phonon, gap - E, r)
        total += dos(mh) * (emit + absorb)
    return 1e7 * optical(E) * coupling(Dval) * valleys * dos(mL) * total


def mean_root(d, s):
    """Average of sqrt(x) over x > 0 for a Gaussian centred at d."""
    top = np.sqrt(max(d, 0) + 10 * s)
    f = lambda u: (2*u*u*np.exp(-(u*u - d)**2 / (2*s*s))
                   / (s*np.sqrt(2*np.pi)))
    return quad(f, 0, top, epsabs=1e-14, limit=200)[0]


def broadened(E):
    return 1e7 * optical(E) * dos_joint * mean_root(E - Ed, sigma)


# Test: golden-rule rate from the full oscillating Schrodinger equation
# (hbar = 1, drive frequency = 1, flat set of upper levels).
V, spacing, dt = 1e-4, 0.004, 0.05
levels = 1 + np.arange(-0.5, 0.5 + spacing / 2, spacing)
state = np.zeros((2, levels.size), complex)
state[0] = 1


def slope(t, y):
    drive = 2 * V * np.cos(t)
    return -1j * np.array([drive * y[1], levels * y[1] + drive * y[0]])


population = []
for step in range(8000):
    t = step * dt
    k1 = slope(t, state)
    k2 = slope(t + dt / 2, state + dt / 2 * k1)
    k3 = slope(t + dt / 2, state + dt / 2 * k2)
    k4 = slope(t + dt, state + dt * k3)
    state = state + dt / 6 * (k1 + 2*k2 + 2*k3 + k4)
    if step in (3999, 7999):
        population.append(np.sum(abs(state[1])**2) * spacing)
rate_ratio = (population[1] - population[0]) / 200 / (2 * np.pi * V**2)
assert abs(rate_ratio - 1) < 0.02   # finite time and finite band width

# Test: optical strength of each hole band from p orbitals with spin.
L = np.zeros((3, 3, 3), complex)
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    L[i, j, k], L[i, k, j] = -1j, 1j
S = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]) / 2
Lf = [np.kron(x, np.eye(2)) for x in L]
Sf = [np.kron(np.eye(3), x) for x in S]
LS = sum(a @ b for a, b in zip(Lf, Sf))
strength = np.zeros(2)   # light, heavy; in units of squared momentum
nodes, weights = np.polynomial.legendre.leggauss(8)
for c, w in zip(nodes, weights):
    Jn = np.sqrt(1 - c*c) * (Lf[0] + Sf[0]) + c * (Lf[2] + Sf[2])
    vec = np.linalg.eigh(-10 * LS + Jn @ Jn)[1]
    z_part = np.sum(abs(vec[4:6, :])**2, axis=0)
    strength += w / 2 * np.array([z_part[:2].sum(), z_part[2:4].sum()])
assert np.allclose(strength, 2 / 3, atol=1e-10)

# Test: direct absorption from a k-grid sum and energy balance in SI units.
E_test, half = 0.82, 0.002
field, omega = 1e5, E_test * sc.e / sc.hbar
intensity = n_ref * sc.c * sc.epsilon_0 * field**2 / 2
p_squared = sc.m_e * EP * sc.e / 2
alpha_grid = 0.0
for mh, s in ((holes["light"], strength[0]), (holes["heavy"], strength[1])):
    mu = reduced(mh) * sc.m_e
    kmax = np.sqrt(2 * mu * (E_test - Ed + half) * sc.e) / sc.hbar
    count = 160
    x2 = ((np.arange(count) + 0.5) * kmax / count) ** 2
    k2 = x2[:, None, None] + x2[None, :, None] + x2[None, None, :]
    energy = Ed + sc.hbar**2 * k2 / (2 * mu) / sc.e
    hits = np.count_nonzero(abs(energy - E_test) < half)
    J = 8 * hits * (kmax / count / (2*np.pi))**3 / (2 * half * sc.e)
    V2 = (sc.e * field / (2 * sc.m_e * omega))**2 * s * p_squared
    alpha_grid += sc.hbar*omega * 2*np.pi/sc.hbar * V2 * J / intensity / 100
assert abs(alpha_grid / direct(E_test) - 1) < 0.01   # grid counting

# Test: coupling through an intermediate level, from exact eigenvalues.
v, gap_mid = 1e-3, 0.05
ev = np.linalg.eigvalsh([[0, v, 0], [v, gap_mid, v], [0, v, 0]])
assert abs((ev[1] - ev[0]) / (2 * v * v / gap_mid) - 1) < 2e-3

# Test: indirect energy integral against a double sum over wavevectors.
E_tail = 0.75
for mh in holes.values():
    for W in (E_tail - Ei - phonon, E_tail - Ei + phonon):
        h = 0.05 * W
        m = 2000
        frac = (np.arange(m) + 0.5) / m
        kh = frac * np.sqrt(2 * mh * (W + h) / h2m)
        ke = frac * np.sqrt(2 * mL * (W + h) / h2m)
        eh, ee = h2m * kh**2 / (2*mh), h2m * ke**2 / (2*mL)
        vertical = Ed + eh + h2m * kh**2 / (2*me)
        wh = kh**2 / (2*np.pi**2) * (kh[1]-kh[0]) / (vertical - E_tail)**2
        we = ke**2 / (2*np.pi**2) * (ke[1]-ke[0])
        inside = abs(eh[:, None] + ee[None, :] - W) < h
        double_sum = wh @ (inside @ we) / (2 * h)
        formula = dos(mh) * dos(mL) * energy_integral(
            W, Ed - E_tail, 1 + mh / me)
        assert abs(double_sum / formula - 1) < 0.01   # finite energy window


def integral_quad(W, delta, r):
    f = lambda x: 2*x*x*np.sqrt(max(W - x*x, 0)) / (delta + r*x*x)**2
    return quad(f, 0, np.sqrt(W), points=[1e-3, 1e-2], limit=500)[0]


# Tests: far-from-edge square law, and divergence at the direct edge.
far = integral_quad(0.05, 50.0, 2.0)
assert abs(far / (np.pi * 0.05**2 / (8 * 50.0**2)) - 1) < 0.01
edge_growth = integral_quad(0.1, 1e-6, 8.5) / integral_quad(0.1, 4e-6, 8.5)
assert abs(edge_growth - 2) < 0.02

# Test: broadened square root exactly at the edge.
edge_root = gamma(0.75) * 2**0.25 * np.sqrt(sigma) / (2*np.sqrt(np.pi))
assert abs(mean_root(0.0, sigma) / edge_root - 1) < 1e-6

# Test: thermal population ratio using the ellipsoidal L valleys.
def axis_sum(m):
    k = np.linspace(-1, 1, 4001) * 8 * np.sqrt(m * kT / h2m)
    return np.sum(np.exp(-h2m * k*k / (2*m*kT))) * (k[1] - k[0])


thermal = valleys * (mL / me)**1.5 * np.exp((Ed - Ei) / kT)
thermal_sum = (valleys * axis_sum(ml) * axis_sum(mt)**2 * np.exp(-Ei/kT)
               / (axis_sum(me)**3 * np.exp(-Ed/kT)))
assert abs(thermal_sum / thermal - 1) < 1e-6

# Tests of the physical conclusions.
tail, strong = indirect(E_tail), direct(E_test)
tail_double = indirect(E_tail, Dval=2 * D)
without_direct = indirect(E_test, gap=Ed_far)
k_photon = 2 * np.pi * n_ref / 1550.0
k_L = np.sqrt(3) * np.pi / lattice
assert strong > 10 * tail_double
assert strong > 100 * without_direct
assert direct(E1550) == 0 and broadened(E1550) > 10 * tail
assert broadened(E_tail) < 0.01 * tail
assert k_photon < 0.01 * k_L


def absorbed(alpha):
    return 100 * (1 - np.exp(-alpha * thickness_um * 1e-4))


print(f"Direct gap: {Ed:.2f} eV; indirect gap: {Ei:.2f} eV")
print(f"Electron mass at Gamma: {me:.2f} m0")
print(f"Heavy, light hole mass: {holes['heavy']:.2f}, {holes['light']:.2f} m0")
print(f"L valley masses: {ml:.2f}, {mt:.2f} m0; mean {mL:.3f} m0")
print(f"Kane energy: {EP:.1f} eV; refractive index: {n_ref:.1f}")
print(f"Phonon energy: {phonon:.3f} eV; coupling D: {D:.0f} eV/nm")
print(f"Mass density: {density:.0f} kg/m^3; lattice: {lattice:.2f} nm")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Phonon occupation: {N_ph:.3f}")
print(f"Photon energy at 1550 nm: {E1550:.5f} eV")
print(f"Wavelength at indirect gap: {2*np.pi*hbarc/Ei:.0f} nm")
print(f"Wavelength at direct gap: {2*np.pi*hbarc/Ed:.1f} nm")
print(f"Photon wavevector in Ge: {k_photon:.4f} 1/nm")
print(f"Gamma-L wavevector: {k_L:.2f} 1/nm")
print(f"Golden-rule rate, numerical/formula: {rate_ratio:.4f}")
print(f"Optical factor C at 0.82 eV: {optical(E_test):.5f} eV nm^2")
print(f"Joint DOS prefactor: {dos_joint:.5f} eV^-1.5 nm^-3")
print(f"Phonon coupling B: {coupling(D):.3e} eV^2 nm^3")
for E in (0.65, 0.70, 0.75):
    print(f"Indirect alpha at {E:.2f} eV: {indirect(E):.3g} 1/cm")
for E in (0.81, 0.82, 0.85):
    print(f"Direct alpha at {E:.2f} eV: {direct(E):.0f} 1/cm")
print(f"Direct alpha at 0.82 eV from k grid: {alpha_grid:.0f} 1/cm")
print(f"Ratio direct(0.82 eV)/indirect(0.75 eV): {strong/tail:.0f}")
print(f"Indirect alpha at 0.75 eV, D doubled: {tail_double:.1f} 1/cm")
print(f"Moved direct gap: {Ed_far:.1f} eV")
print(f"Indirect alpha at 0.82 eV, moved gap: {without_direct:.2g} 1/cm")
print(f"Gaussian edge spread sigma: {sigma:.3f} eV")
print(f"1550 nm alpha, sharp direct edge: {direct(E1550):.0f} 1/cm")
print(f"1550 nm alpha, broadened edge: {broadened(E1550):.0f} 1/cm")
print(f"Broadened direct alpha at 0.75 eV: {broadened(E_tail):.1e} 1/cm")
lowered = direct(E1550, Ed_lowered)
print(f"Lowered direct gap: {Ed_lowered:.2f} eV")
print(f"1550 nm alpha, lowered sharp edge: {lowered:.0f} 1/cm")
print(f"Layer thickness: {thickness_um:.1f} um")
print(f"Absorbed at 0.75 eV, indirect: {absorbed(tail):.2f} %")
print(f"Absorbed at 0.82 eV, direct: {absorbed(strong):.1f} %")
print(f"Absorbed at 1550 nm, broadened: {absorbed(broadened(E1550)):.1f} %")
print(f"Absorbed at 1550 nm, lowered gap: {absorbed(lowered):.1f} %")
print(f"Thermal electrons, L/Gamma ratio: {thermal:.3g}")
print("success")
```

Running it gives:

```
Direct gap: 0.80 eV; indirect gap: 0.66 eV
Electron mass at Gamma: 0.04 m0
Heavy, light hole mass: 0.30, 0.04 m0
L valley masses: 1.60, 0.08 m0; mean 0.217 m0
Kane energy: 26.0 eV; refractive index: 4.2
Phonon energy: 0.030 eV; coupling D: 40 eV/nm
Mass density: 5300 kg/m^3; lattice: 0.57 nm
Temperature: 300 K; kT: 0.02585 eV
Phonon occupation: 0.456
Photon energy at 1550 nm: 0.79990 eV
Wavelength at indirect gap: 1879 nm
Wavelength at direct gap: 1549.8 nm
Photon wavevector in Ge: 0.0170 1/nm
Gamma-L wavevector: 9.55 1/nm
Golden-rule rate, numerical/formula: 1.0034
Optical factor C at 0.82 eV: 0.05524 eV nm^2
Joint DOS prefactor: 0.03222 eV^-1.5 nm^-3
Phonon coupling B: 3.492e-04 eV^2 nm^3
Indirect alpha at 0.65 eV: 0.294 1/cm
Indirect alpha at 0.70 eV: 2.62 1/cm
Indirect alpha at 0.75 eV: 16 1/cm
Direct alpha at 0.81 eV: 1802 1/cm
Direct alpha at 0.82 eV: 2517 1/cm
Direct alpha at 0.85 eV: 3839 1/cm
Direct alpha at 0.82 eV from k grid: 2517 1/cm
Ratio direct(0.82 eV)/indirect(0.75 eV): 157
Indirect alpha at 0.75 eV, D doubled: 64.0 1/cm
Moved direct gap: 3.0 eV
Indirect alpha at 0.82 eV, moved gap: 0.33 1/cm
Gaussian edge spread sigma: 0.010 eV
1550 nm alpha, sharp direct edge: 0 1/cm
1550 nm alpha, broadened edge: 742 1/cm
Broadened direct alpha at 0.75 eV: 2.1e-04 1/cm
Lowered direct gap: 0.77 eV
1550 nm alpha, lowered sharp edge: 3155 1/cm
Layer thickness: 2.0 um
Absorbed at 0.75 eV, indirect: 0.32 %
Absorbed at 0.82 eV, direct: 39.6 %
Absorbed at 1550 nm, broadened: 13.8 %
Absorbed at 1550 nm, lowered gap: 46.8 %
Thermal electrons, L/Gamma ratio: 1.14e+04
success
```
